# Localised Mode of a Light End Atom on a Harmonic Chain: verification in Python

```python
"""
Result under test: a semi-infinite harmonic chain with a free end atom of
mass m, all other masses M and equal springs K has one localised mode above
its band if and only if m < M/2. Its frequency obeys
    omega^2 = K*M / (m*(M - m)),
and successive displacements have the ratio z = -m/(M - m).
Symbols: mu = m/M; band top = 2*sqrt(K/M); share = fraction of the kinetic
energy carried by the end atom; D = depth of a Morse bond potential.
Finite chains are diagonalised in units K = M = 1, where the band top
corresponds to the eigenvalue omega^2 = 4.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal


def chain_modes(mu, atoms=300, end_spring=1.0, chain_spring=1.0):
    """Squared frequencies, displacements and mass-weighted vectors."""
    masses = np.ones(atoms)
    masses[0] = mu
    springs = np.full(atoms - 1, chain_spring)
    springs[0] = end_spring
    force = np.zeros((atoms, atoms))
    for i, k in enumerate(springs):
        force[i, i] += k
        force[i + 1, i + 1] += k
        force[i, i + 1] -= k
        force[i + 1, i] -= k
    root = np.sqrt(masses)
    values, vectors = eigh(force / np.outer(root, root))
    return values, vectors / root[:, None], vectors


def local_square(mu):
    """Derived squared frequency in units of K/M."""
    return 1.0 / (mu * (1.0 - mu))


# Symbolic elimination of the frequency from the two equations of motion
z, r = sp.symbols("z r")
roots = sp.solve(sp.numer(sp.together(r * (2 - z - 1 / z) - (1 - z))), z)
assert len(roots) == 2
assert any(sp.simplify(s - 1) == 0 for s in roots)
assert any(sp.simplify(s + r / (1 - r)) == 0 for s in roots)

# Light ends: one mode above the band, with the derived shape and frequency
table = []
for mu in (1 / 28, 2 / 28, 0.2, 0.4, 0.45, 0.48):
    values, shapes, vectors = chain_modes(mu)
    assert np.sum(values > 4 + 1e-9) == 1
    assert abs(values[-1] / local_square(mu) - 1) < 1e-10
    decay = shapes[1, -1] / shapes[0, -1]
    assert abs(decay + mu / (1 - mu)) < 1e-8
    assert abs(shapes[2, -1] / shapes[1, -1] - decay) < 1e-8
    share = vectors[0, -1] ** 2
    assert abs(share - (1 - 2 * mu) / (1 - mu)) < 1e-8
    table.append((mu, np.sqrt(values[-1]) / 2, decay, share))

# Heavy ends: nothing above the band, the threshold itself included
heavy = []
for mu in (0.5, 0.52, 0.7, 1.0, 3.0):
    values = chain_modes(mu)[0]
    assert values[-1] <= 4 + 1e-10
    heavy.append((mu, np.sqrt(values[-1]) / 2))

# Quadratic departure from the band edge; the next term is of order delta^4
near = [row for row in table if row[0] == 0.45][0]
delta = 1 - 2 * near[0]
assert abs(near[1] - (1 + delta**2 / 2)) < delta**4

# Hydrogen or deuterium on a silicon-like chain, round inputs
m_h, m_d, m_si = 1.0, 2.0, 28.0        # u
spring = 250.0                         # N/m
depth = 3.5                            # eV, rough bond depth
real_top = 0.064                       # eV, rough top of the silicon band
temperature = 400.0                    # K
u, hbar, e = const.atomic_mass, const.hbar, const.e
to_cm = e / (const.h * const.c * 100)  # cm^-1 per eV
unit = hbar * np.sqrt(spring / (m_si * u)) / e
band_top = 2 * unit


def local_energy(m):
    """Derived local quantum in eV, masses in u."""
    return hbar * np.sqrt(spring * m_si / (m * (m_si - m) * u)) / e


e_h, e_d = local_energy(m_h), local_energy(m_d)
diag_h = unit * np.sqrt(chain_modes(m_h / m_si)[0][-1])
diag_d = unit * np.sqrt(chain_modes(m_d / m_si)[0][-1])
assert abs(diag_h / e_h - 1) < 1e-9 and abs(diag_d / e_d - 1) < 1e-9

# Influence of the partner: immovable atom, free pair, whole chain
mu_h = m_h / m_si
fixed = hbar * np.sqrt(spring / (m_h * u)) / e
pair = unit * np.sqrt(chain_modes(mu_h, atoms=2)[0][-1])
assert abs((pair / fixed) ** 2 - (1 + mu_h)) < 1e-10
excess = (diag_h / fixed) ** 2 - (pair / fixed) ** 2
assert abs(excess / mu_h**2 - 1) < 2 * mu_h   # remainder is of order mu^3

# Softer silicon springs that put the band top at its rough real place
soft = m_si * u * (real_top * e / (2 * hbar)) ** 2
soft_values = chain_modes(mu_h, chain_spring=soft / spring)[0]
e_soft = unit * np.sqrt(soft_values[-1])
assert abs(unit * np.sqrt(soft_values[-2]) / real_top - 1) < 1e-3


def morse_fundamental(quantum):
    """First excitation in eV from the Schroedinger equation on a grid."""
    d = depth / quantum
    x = np.linspace(-6, 15, 6001)
    h = x[1] - x[0]
    potential = d * (1 - np.exp(-x / np.sqrt(2 * d))) ** 2
    levels = eigh_tridiagonal(potential + 1 / h**2,
                              np.full(x.size - 1, -0.5 / h**2),
                              eigvals_only=True, select="i",
                              select_range=(0, 1))
    return quantum * (levels[1] - levels[0])


anh_h, anh_d = morse_fundamental(e_h), morse_fundamental(e_d)
for quantum, grid in ((e_h, anh_h), (e_d, anh_d)):
    # grid error of the second-difference kinetic energy is about 2e-6
    assert abs(grid - (quantum - quantum**2 / (2 * depth))) < 1e-5 * quantum

# Mean number of thermal quanta, by an explicit sum over levels
kt = const.k * temperature / e
n = np.arange(200)
weights = np.exp(-n * e_h / kt)
mean_n = np.sum(n * weights) / np.sum(weights)
assert abs(mean_n * np.expm1(e_h / kt) - 1) < 1e-10

print("Diagonalised chains of 300 atoms, light end")
print("m/M | omega/band top | displacement ratio z | end share")
for mu, ratio, decay, share in table:
    print(f"{mu:.4f} | {ratio:.5f} | {decay:.5f} | {share:.4f}")
print("Heavy end: m/M | highest omega/band top")
for mu, ratio in heavy:
    print(f"{mu:.2f} | {ratio:.6f}")
print(f"Near-threshold estimate at m/M = 0.45: {1 + delta**2 / 2:.5f}")
print(f"Masses H, D, Si: {m_h:.0f}, {m_d:.0f}, {m_si:.0f} u")
print(f"Threshold end mass: {m_si / 2:.0f} u")
print(f"Spring constant: {spring:.0f} N/m")
print(f"Band top, equal springs: {band_top:.4f} eV")
print(f"Local quantum H, formula: {e_h:.4f} eV = {e_h * to_cm:.0f} cm^-1")
print(f"Local quantum H, diagonalised: {diag_h:.4f} eV")
print(f"Local quantum D, formula: {e_d:.4f} eV = {e_d * to_cm:.0f} cm^-1")
print(f"Local quantum D, diagonalised: {diag_d:.4f} eV")
print(f"Isotope ratio H/D: {e_h / e_d:.4f}; sqrt(2) = {np.sqrt(2):.4f}")
print(f"H quantum, immovable partner: {fixed:.4f} eV")
print(f"H quantum, free pair: {pair:.4f} eV")
print(f"Rough real silicon band top: {real_top:.3f} eV")
print(f"Softer chain spring: {soft:.0f} N/m")
print(f"H quantum with softer chain: {e_soft:.4f} eV")
print(f"Change by softer chain: {100 * (e_soft / e_h - 1):.3f} percent")
print(f"Rough Morse depth: {depth:.1f} eV")
print(f"H fundamental, Morse: {anh_h:.4f} eV = {anh_h * to_cm:.0f} cm^-1")
print(f"D fundamental, Morse: {anh_d:.4f} eV = {anh_d * to_cm:.0f} cm^-1")
print(f"Anharmonic change H: {100 * (anh_h / e_h - 1):.2f} percent")
print(f"Anharmonic change D: {100 * (anh_d / e_d - 1):.2f} percent")
print(f"Isotope ratio H/D, Morse: {anh_h / anh_d:.4f}")
print(f"Temperature: {temperature:.0f} K")
print(f"Mean thermal quanta in H mode: {mean_n:.2e}")
print(f"H quantum / model band top: {e_h / band_top:.2f}")
print(f"D quantum / model band top: {e_d / band_top:.2f}")
print(f"H Morse fundamental / rough real band top: {anh_h / real_top:.2f}")
print(f"D Morse fundamental / rough real band top: {anh_d / real_top:.2f}")
print("no test failed")
```

Running it gives:

```
Diagonalised chains of 300 atoms, light end
m/M | omega/band top | displacement ratio z | end share
0.0357 | 2.69430 | -0.03704 | 0.9630
0.0714 | 1.94145 | -0.07692 | 0.9231
0.2000 | 1.25000 | -0.25000 | 0.7500
0.4000 | 1.02062 | -0.66667 | 0.3333
0.4500 | 1.00504 | -0.81818 | 0.1818
0.4800 | 1.00080 | -0.92308 | 0.0769
Heavy end: m/M | highest omega/band top
0.50 | 0.999997
0.52 | 0.999987
0.70 | 0.999986
1.00 | 0.999986
3.00 | 0.999986
Near-threshold estimate at m/M = 0.45: 1.00500
Masses H, D, Si: 1, 2, 28 u
Threshold end mass: 14 u
Spring constant: 250 N/m
Band top, equal springs: 0.0965 eV
Local quantum H, formula: 0.2601 eV = 2098 cm^-1
Local quantum H, diagonalised: 0.2601 eV
Local quantum D, formula: 0.1874 eV = 1512 cm^-1
Local quantum D, diagonalised: 0.1874 eV
Isotope ratio H/D: 1.3878; sqrt(2) = 1.4142
H quantum, immovable partner: 0.2554 eV
H quantum, free pair: 0.2599 eV
Rough real silicon band top: 0.064 eV
Softer chain spring: 110 N/m
H quantum with softer chain: 0.2600 eV
Change by softer chain: -0.037 percent
Rough Morse depth: 3.5 eV
H fundamental, Morse: 0.2504 eV = 2020 cm^-1
D fundamental, Morse: 0.1824 eV = 1471 cm^-1
Anharmonic change H: -3.72 percent
Anharmonic change D: -2.68 percent
Isotope ratio H/D, Morse: 1.3730
Temperature: 400 K
Mean thermal quanta in H mode: 5.29e-04
H quantum / model band top: 2.69
D quantum / model band top: 1.94
H Morse fundamental / rough real band top: 3.91
D Morse fundamental / rough real band top: 2.85
no test failed
```
